# The retarded two-photon potential from its t-channel cut, part 2

Two neutral systems A and B are held at rest at distance $R$ in empty space. Each is isotropic and non-degenerate, with no permanent electric or magnetic moment. In a slowly varying Gaussian field the energy of each changes by

$$H=-\tfrac12\alpha\,\mathbf E^2-\tfrac12\beta\,\mathbf B^2 ,$$

written $H_A$ for A. The static polarizabilities $\alpha$ and $\beta$ are volumes. The potentials below are in Hartree units, with $c$ the speed of light.

The interaction comes from exchanged photon pairs of total momentum $P$ and squared mass $P^2=t=m^2$. Each photon has a direction $\hat{\mathbf k}$ and a polarization $\boldsymbol\epsilon$. Scalar pairs couple to $S=\mathbf E^2-\mathbf B^2$ and tensor pairs to $W=\mathbf E^2+\mathbf B^2$, with weights 15 and 8. In Heaviside-Lorentz fields with $\hbar=c=1$, the scalar correlator is $\langle S\,S\rangle=\int_0^\infty dt\,\rho_S(t)\,D_t$, where $\rho_S=\frac{t^2}{16\pi^2}$ is the spectral density and $D_t$ the propagator of a particle of mass $\sqrt t$. The mass integral is $\int_0^\infty dt\,t^2e^{-\sqrt tR}=\frac{240}{R^6}$. The static law is

$$V(R)=-\frac{c}{4\pi R^7}\left[23(\alpha_A\alpha_B+\beta_A\beta_B)-7(\alpha_A\beta_B+\beta_A\alpha_B)\right].$$

Its derivation used spectral functions that are polynomials in $u\cdot P$, where $u$ is the four-velocity of the systems. They were evaluated at $u\cdot P=0$ with the complex velocity $u=(0,i\mathbf n)$ in the pair's rest frame, $\mathbf n$ being a unit vector.

The same velocity was then used for frequency-dependent polarizabilities. With $x=\cos\theta$, where $\theta$ is the angle between $\hat{\mathbf k}$ and $\mathbf n$, the response that enters is $\alpha(ic\xi)$ with $\xi=\frac12m|x|$. The cut formula for the electric product is

$$V_{EE}=-\frac{c}{64\pi R}\int_0^\infty dt\,t^2e^{-\sqrt tR}\int_0^1dx\,[1+(1-x^2)^2]\,\alpha_A(ic\xi)\,\alpha_B(ic\xi).$$

For a mixed product, one $\alpha$ becomes $\beta$ and the square bracket becomes $(1-x^2)^2-1$.

Q: I object. You justified the complex velocity by a polynomial in $u\cdot P$. A polarizability that depends on the frequency of each photon is no polynomial.

A: The objection is fair, so I do not rest the dynamic formula on that argument. I shall obtain the same energy without a cut and compare. First I put the cut formula into a form that can be compared.

At fixed $m$, $dx=2\,d\xi/m$, and $\xi$ runs up to $m/2$. Also $dt\,t^2=2m^5dm$. Exchanging the order of integration,

$$V_{EE}=-\frac{c}{16\pi R}\int_0^\infty d\xi\,\alpha_A\alpha_B\int_{2\xi}^\infty dm\,(2m^4-8\xi^2m^2+16\xi^4)\,e^{-mR}.$$

Put $y=\xi R$. Repeated integration by parts gives three integrals from $m=2\xi$, each to be multiplied by $e^{-2y}/R^5$:

$$\begin{aligned}
m^4&:\;16y^4+32y^3+48y^2+48y+24,\\
\xi^2m^2&:\;4y^4+4y^3+2y^2,\\
\xi^4&:\;y^4 .
\end{aligned}$$

Combined with the weights $2,-8,16$, they give

$$16y^4+32y^3+80y^2+96y+48=16(y^4+2y^3+5y^2+6y+3),$$

and therefore

$$V_{EE}=-\frac{c}{\pi R^6}\int_0^\infty d\xi\,\alpha_A(ic\xi)\alpha_B(ic\xi)\,e^{-2y}(y^4+2y^3+5y^2+6y+3).$$

For a mixed product the mass polynomial is $-8\xi^2m^2+16\xi^4$. It gives $-16(y^4+2y^3+y^2)$, so

$$V_{EM}=+\frac{c}{\pi R^6}\int_0^\infty d\xi\,\alpha_A(ic\xi)\beta_B(ic\xi)\,e^{-2y}\,y^2(y+1)^2 .$$

Q: Now the derivation without a cut.

A: I return to imaginary time, with $c=1$ for the moment and Gaussian fields. A system with dipole operator $\mathbf p$ couples as $-\mathbf p\cdot\mathbf E$. To second order in the field, its internal states contribute to the action

$$\mathcal S_A=-\frac12\int d\tau\,d\tau'\,E_i(\tau)\langle p_i(\tau)p_j(\tau')\rangle E_j(\tau').$$

For an isotropic system the dipole correlator is $\delta_{ij}\sum_n|d_n|^2e^{-\Omega_n|\tau-\tau'|}$, with transition frequencies $\Omega_n$ and matrix elements $d_n$ of one component. Its Fourier transform is

$$\sum_n\frac{2\Omega_n|d_n|^2}{\Omega_n^2+\omega^2}=\alpha(i\omega),$$

which is the polarizability at imaginary frequency. Hence

$$\mathcal S_A=-\frac12\int\frac{d\omega}{2\pi}\,\alpha_A(i\omega)\,\mathbf E(-\omega)\cdot\mathbf E(\omega).$$

This replaces $H_A$. The magnetic response enters in the same way through $\beta(i\omega)\,\mathbf B(-\omega)\cdot\mathbf B(\omega)$.

Over a long imaginary time $\mathcal T$ the interaction energy obeys $V\mathcal T=-\langle\mathcal S_A\mathcal S_B\rangle$, without the product of separate averages. Let $G_{ij}(\omega)$ be the transform of the correlator between $E_i$ at A and $E_j$ at B. The fields can be paired in two ways, so $\frac14$ becomes $\frac12$:

$$V_{EE}=-\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\alpha_A\alpha_B\sum_{ij}G_{ij}(\omega)G_{ij}(-\omega).$$

Q: What is $G$?

A: For one photon the polarization sum of $E_iE_j$ is $k^2\delta_{ij}-k_ik_j$. The time transform of the massless propagator is $e^{-\xi r}/(4\pi r)$, with $\xi=|\omega|$. The factor $4\pi$ for Gaussian fields turns this into $g=e^{-\xi r}/r$. In the correlator $k^2$ stands for $\partial_\tau^2\to-\omega^2$, and $k_ik_j$ for $-\partial_i\partial_j$, so

$$G_{ij}=(\partial_i\partial_j-\xi^2\delta_{ij})\,g .$$

Along the line joining the systems, and across it, with $y=\xi R$,

$$G_\parallel=g''-\xi^2g=\frac{2(y+1)}{R^3}e^{-y},\qquad G_\perp=\frac{g'}R-\xi^2g=-\frac{y^2+y+1}{R^3}e^{-y}.$$

There are two transverse directions, and

$$4(y+1)^2+2(y^2+y+1)^2=2(y^4+2y^3+5y^2+6y+3).$$

The two signs of $\omega$ contribute equally, so the prefactor is $\frac1{2\pi}\int_0^\infty d\omega=\frac c{2\pi}\int_0^\infty d\xi$ once $c$ is restored. This reproduces the cut result for $V_{EE}$, which is the Casimir-Polder formula.

Q: And the sign of the mixed term?

A: The polarization sum of $E_i$ with $B_j$ is $k\,\varepsilon_{jli}k_l$. The single factor $k=|\mathbf k|$ becomes one time derivative, and the transform is $\omega\,\varepsilon_{jli}\partial_lg$. This function is odd in $\omega$. Since $\sum_{ij}(\varepsilon_{jli}\partial_lg)^2=2g'^2$, the product at $\omega$ and $-\omega$ is

$$-2\xi^2g'^2=-\frac{2y^2(y+1)^2}{R^6}e^{-2y}.$$

The minus sign makes the energy positive for positive responses, in agreement with the cut. The product $\beta_A\beta_B$ has the electric kernel, because $\hat{\mathbf k}\times\boldsymbol\epsilon$ has the same polarization sum as $\boldsymbol\epsilon$. The objection is thereby met for both kernels.

Q: Do the integer weights return when the responses are static?

A: Yes. Use $\int_0^\infty y^ne^{-2y}dy=n!/2^{n+1}$. The electric kernel gives

$$\tfrac34+\tfrac34+\tfrac54+\tfrac32+\tfrac32=\tfrac{23}4,$$

and the mixed one gives $\frac34+\frac34+\frac14=\frac74$. With $d\xi=dy/R$ these are the weights 23 and $-7$ again.

Q: What happens at short distance, where retardation should not matter?

A: The electric responses cut off $\xi$ near $\omega_0/c$, with $\omega_0$ a typical transition frequency. If $R\ll c/\omega_0$, then $y$ is small and the electric kernel tends to 3. For single-oscillator responses $\alpha(i\omega)=\alpha\,\omega_0^2/(\omega_0^2+\omega^2)$ I need

$$\int_0^\infty\frac{d\omega}{(\omega^2+\omega_A^2)(\omega^2+\omega_B^2)}=\frac{\pi}{2\omega_A\omega_B(\omega_A+\omega_B)},$$

which follows from partial fractions. The result is the London law

$$V_{EE}\to-\frac{3\alpha_A\alpha_B}{2R^6}\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}.$$

The mixed kernel starts with $y^2=\omega^2R^2/c^2$. If the magnetic response is also that of a single oscillator, the mixed energy varies as $R^{-4}$ at short distance. Relative to their $R^{-7}$ laws, the like terms then vary as $R$ and the mixed terms as $R^3$.

Diamagnetism behaves differently. In the nonrelativistic dipole description of a closed-shell atom, $\beta$ is negative and independent of frequency. In the mixed term only $\alpha$ then falls off, as $\omega^{-2}$. This cancels the factor $y^2$, the integral extends to $\xi\sim1/R$, and the energy varies as $R^{-5}$. The product of two constant $\beta$ keeps its $R^{-7}$ law.

Q: From what distance may I use the static law?

A: At large $R$ expand each response as $1-c^2\xi^2/\omega_0^2$. The relative correction is the mean of $y^2$ over the kernel. For like products the numerator is

$$\tfrac{45}8+\tfrac{15}4+\tfrac{15}4+\tfrac94+\tfrac34=\tfrac{129}8 .$$

For mixed products it is $\frac{45}8+\frac{15}4+\frac34=\frac{81}8$. Division by $\frac{23}4$ and $\frac74$ gives

$$\frac{V}{V_{\rm static}}\simeq1-K\frac{c^2}{R^2}\left(\frac1{\omega_A^2}+\frac1{\omega_B^2}\right),\qquad K_{\rm like}=\frac{129}{46},\quad K_{\rm mixed}=\frac{81}{14}.$$

For a response that does not depend on frequency, such as a constant diamagnetic $\beta$, the corresponding $1/\omega^2$ is absent.

Take a model with $\omega_A=0.2$ and $\omega_B=0.3$ hartree, one frequency per system for both responses. Its magnetic response falls off with frequency, so it does not describe a diamagnetic atom. Then $c/\omega$ is 685 and 457 bohr. The dynamic formula, divided by the static law, gives:

| $R$ (bohr) | like | mixed |
|---|---|---|
| $10^2$ | 0.071 | 0.0018 |
| $10^3$ | 0.532 | 0.267 |
| $10^4$ | 0.982 | 0.963 |
| $10^5$ | 0.9998 | 0.9996 |

At $10^3$ bohr $R$ exceeds both values of $c/\omega$, yet the static law is almost twice the true like term of this model. The condition is $R\gg c/\omega$, and the size of $K$ shows that it must be taken seriously. At $10^4$ bohr the expansion gives, for like products,

$$1-2.804\,(0.0137)^2(25+11.1)\approx0.981 .$$

Q: Give me an energy, with the magnetic terms in it.

A: Add the round parameters $\alpha_A=100$, $\alpha_B=50$, $\beta_A=0.01$ and $\beta_B=0.02$ bohr³, at $R=10^4$ bohr. The values of $\beta$ are illustrative: for closed-shell atoms from helium to argon $\beta$ is negative, with a size between about $2\times10^{-5}$ and $3\times10^{-4}$ bohr³. The static terms are

$$V_{EE}=-\frac{137.04\times23\times5000}{4\pi\times10^{28}}=-1.254\times10^{-22}\ \text{hartree},$$

$$V_{EM}=+\frac{137.04\times7\times(2+0.5)}{4\pi\times10^{28}}=+1.91\times10^{-26}\ \text{hartree},$$

and the magnetic-magnetic term is $-5.0\times10^{-30}$ hartree. The sum is $-1.254\times10^{-22}$ hartree, or $-8.25\times10^{-7}$ Hz after division by $h$. With dynamic responses it becomes $-1.231\times10^{-22}$ hartree. Here the 1.8 % change due to dynamics is about a hundred times larger than the mixed magnetic terms, so adding those terms to the static electric term removes less than 1 % of its error at this distance.

Q: Is there a system in which the magnetic weights matter?

A: An ideal conducting sphere that expels magnetic flux is one. Let its radius be $a$. In a uniform field $E$ the potential outside is $-Er\cos\vartheta+\alpha E\cos\vartheta/r^2$, with $\vartheta$ the polar angle from the field. It must vanish at $r=a$, so $\alpha=a^3$. In a magnetic field $B$ the radial component outside is $B\cos\vartheta\,(1+2\beta/r^3)$. It must vanish at the surface, so $\beta=-a^3/2$. For two equal spheres the bracket is

$$\left[23\left(1+\tfrac14\right)-7\left(-\tfrac12-\tfrac12\right)\right]a^6=\tfrac{143}4a^6 .$$

With $a=100$ bohr and $R=10^4$ bohr,

$$V=-\frac{137.04\times35.75\times10^{12}}{4\pi\times10^{28}}=-3.90\times10^{-14}\ \text{hartree},$$

or $-257$ Hz after division by $h$. The electric part alone is $-2.51\times10^{-14}$ hartree, so the magnetic response raises the attraction by a factor 1.55. The negative $\beta$ makes the mixed terms attractive. The calculation keeps dipoles alone, which requires $a\ll R$, and it assumes ideal surfaces at all imaginary frequencies from zero to a few times $c/R$, the range that supplies nearly all of the integral.

These numbers illustrate the ideal boundary conditions and do not describe a real metal particle of this size. A magnetic field enters a metal to a depth of at least about $c/\omega_p$, with $\omega_p$ the plasma frequency. This depth is roughly 200 to 600 bohr for plasma energies between 18 and 6 eV. A metal sphere of radius 100 bohr therefore expels almost no flux, and its energy stays close to the electric part. The factor 1.55 requires a radius much larger than the penetration depth $\delta$, and a separation much larger than the radius. The approach is slow: for $a\gg\delta$, $\beta\approx-\frac12a^3(1-3\delta/a)$, and at $a\approx10\,\delta$ the factor is only about 1.35. For a normal metal the separation is also bounded from above. With a damping rate $\gamma$ the depth at imaginary frequency $\omega$ is $\delta=(c/\omega_p)\sqrt{1+\gamma/\omega}$, and the frequencies that matter are of order $c/R$. Once $R$ exceeds $c/\gamma$ the depth grows as $\sqrt R$, a static field is not expelled at all, and the factor falls towards 1. It survives at the largest distances only for a body that expels a static field, such as a superconductor.

Q: When does the law fail even at large distance?

A: It fails when an assumption about the systems or the vacuum fails. A permanent moment on each system gives a direct one-photon interaction. A permanent dipole on only one of them already polarizes the other with a static field that falls as $R^{-3}$, which gives an induction energy varying as $R^{-6}$ that outlasts the $R^{-7}$ law. Both cases were excluded at the start. A very low transition frequency pushes the region $R\gg c/\omega$ outward. Temperature $T$ also sets a limit: it makes imaginary time periodic with period $1/k_BT$, whereas the correlator extends over times of order $R/c$. The zero-temperature integral therefore needs $R\ll c/(k_BT)$ in Hartree units.

Q: Which parts have been checked numerically?

A: The numerical output below compares the weights from explicit photon fields with an integral of position-space correlators that uses no cut. The tests also cover the scalar spectral density, the dynamic formulas from $10^2$ to $10^4$ bohr, the London limit and the two values of $K$.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
mass integral (R = 1) = 240.000000
cut weight, scalar pairs = 15.00000000
cut weight, tensor pairs = 8.00000000
cut weight, like products = 23.00000000
cut weight, mixed products = -7.00000000
Euclidean weight, like products = 23.00000000
Euclidean weight, mixed products = -7.00000000
scalar correlator, direct = 0.69012590 (c = 1)
scalar correlator, spectral = 0.69012590 (c = 1)
alpha_A, alpha_B = 100, 50 bohr^3
beta_A, beta_B = 0.01, 0.02 bohr^3
omega_A, omega_B = 0.2, 0.3 hartree
c/omega_A, c/omega_B = 685.2, 456.8 bohr
ratio of dynamic cut potential to static R^-7 law:
  R =      100 bohr: like 0.071160, mixed 0.001823
  R =     1000 bohr: like 0.531562, mixed 0.266688
  R =    10000 bohr: like 0.981906, mixed 0.963096
  R =   100000 bohr: like 0.999810, mixed 0.999608
cut / London at R = 20 bohr = 0.999596
K like: formula 2.80435, from cut 2.80287
K mixed: formula 5.78571, from cut 5.78194
example separation R = 10000 bohr
electric-electric term = -1.254073e-22 hartree
magnetic-magnetic term = -5.016290e-30 hartree
electric-magnetic terms = 1.908371e-26 hartree
static-law total = -1.253882e-22 hartree
static-law total / h = -8.2501e-07 Hz
dynamic total = -1.231198e-22 hartree
dynamic / static total = 0.981909
sphere radius = 100 bohr
sphere alpha, beta = rad**3, -rad**3/2 (rad = radius)
sphere bracket / radius^6 = 143/4 = 35.7500
sphere potential = -3.898530e-14 hartree
sphere potential / h = -256.511 Hz
sphere, electric part alone = -2.508145e-14 hartree
sphere, full / electric part = 1.554348
```
